# Second-order energy shifts of a boxed particle in a uniform field

**The argument under review**

The manuscript considers a particle confined between hard walls and exposed to a weak uniform field. Its reasoning has three steps. The first-order shift vanishes by symmetry. The second-order shift is built from squared matrix elements divided by energy differences, and it is taken to be negative on the ground that mixing in other states can only relax the system. Therefore every level falls, and the particle in every level is displaced towards lower potential energy.

The first step is correct if the potential is measured from the middle of the box. The second holds for the ground level, but the reason given does not carry over to excited levels. The third must then be examined level by level. Which levels fall, and which rise?

**Setting and the point of failure**

I use Hartree atomic units and a particle of mass 1. The box is \(0<x<L\), with \(y=x-L/2\) measured from its midpoint, and
\[
H=H_0+Fy,\qquad H_0=-\frac12\frac{d^2}{dx^2}.
\]
For \(F>0\) the force points along \(-y\). The unperturbed states and energies are
\[
\psi_n=\sqrt{\frac2L}\,\sin kx,\qquad k=\frac{n\pi}{L},\qquad E_n=\frac{k^2}{2},\qquad n=1,2,\dots
\]
Each \(\psi_n^2\) is even about the midpoint and \(y\) is odd, so \(\langle\psi_n|Fy|\psi_n\rangle=0\). Writing the potential as \(Fx\) instead would add the constant \(FL/2\) to every level and change nothing else.

Let \(\phi\) be the first-order correction to \(\psi_n\), chosen orthogonal to it. Collecting first-order terms in the Schrödinger equation gives
\[
(H_0-E_n)\phi=-Fy\,\psi_n .
\]
Projecting the second-order equation on \(\psi_n\) removes the second-order wave function, because \(H_0-E_n\) is Hermitian and annihilates \(\psi_n\). What remains is \(E_n^{(2)}=\langle\psi_n|Fy|\phi\rangle\). Expanding \(\phi\) in the unperturbed states then yields
\[
E_n^{(2)}=\sum_{m\ne n}\frac{F^2|y_{mn}|^2}{E_n-E_m}.
\]
The numerators are never negative, but the denominators have both signs. A state above level \(n\) pushes it down; a state below pushes it up. For \(n=1\) there is nothing below, so the shift cannot be positive. For \(n\ge2\) there is a contest that the manuscript has not evaluated.

An appeal to the variational principle does not help. The function \(\psi_1\) is a legitimate trial function for the ground state of \(H\), and its energy expectation value is \(E_1\), so the field cannot raise the ground energy. For an excited level, the corresponding bound from a single trial function requires it to be orthogonal to the lower eigenstates of the full \(H\), and \(\psi_n\) is not in general orthogonal to them. The min-max principle avoids this requirement by taking the highest eigenvalue of \(H\) in the span of \(\psi_1,\dots,\psi_n\). In a weak field that bound lies above \(E_n\) by the upward push of the lower states, so it does not force the level down.

**The contest between neighbours**

The product formula for two sines gives
\[
y_{mn}=\frac1L\int_0^L y\left[\cos\frac{(m-n)\pi x}{L}-\cos\frac{(m+n)\pi x}{L}\right]dx .
\]
For a nonzero integer \(j\), integration by parts gives
\[
\int_0^L y\cos\frac{j\pi x}{L}\,dx=-\frac{L^2}{j^2\pi^2}\left[1-(-1)^j\right],
\]
since the boundary term contains \(\sin j\pi=0\). This is zero for even \(j\) and \(-2L^2/(j^2\pi^2)\) for odd \(j\). The integers \(m-n\) and \(m+n\) have the same parity, so for odd \(m-n\)
\[
y_{mn}=-\frac{2L}{\pi^2}\left[\frac1{(m-n)^2}-\frac1{(m+n)^2}\right]
=-\frac{8L\,mn}{\pi^2(m^2-n^2)^2},
\]
and for even \(m-n\ne0\) the element vanishes.

Compare the two nearest partners of a level with \(n\ge2\). The ratio of their matrix elements is
\[
\frac{|y_{n,n+1}|}{|y_{n,n-1}|}
=\frac{(n+1)(2n-1)^2}{(n-1)(2n+1)^2}
=\frac{4n^3-3n+1}{4n^3-3n-1}>1 .
\]
The upper neighbour is thus coupled slightly more strongly. The gaps, however, are \((2n-1)\pi^2/(2L^2)\) below and \((2n+1)\pi^2/(2L^2)\) above. With \(D=4n^3-3n+1\), the upward push divided by the size of the downward push is
\[
\left(1-\frac2D\right)^2\frac{2n+1}{2n-1}.
\]
Because \((1-2/D)^2>1-4/D\), this exceeds 1 whenever \(D\ge2(2n+1)\), that is, whenever \(4n^3-7n-1\ge0\), which holds for all \(n\ge2\). The smaller gap below outweighs the larger matrix element above.

This settles the contest between nearest neighbours, not yet the complete sum.

**The complete sum in closed form**

The sum can be avoided by solving for \(\phi\) directly. Multiplying its equation by \(-2\) gives
\[
\phi''+k^2\phi=2F\sqrt{\frac2L}\;y\sin kx,\qquad \phi(0)=\phi(L)=0 .
\]
Two identities suggest the form of the solution:
\[
\left(\frac{d^2}{dx^2}+k^2\right)y\sin kx=2k\cos kx,
\]
\[
\left(\frac{d^2}{dx^2}+k^2\right)y^2\cos kx=2\cos kx-4ky\sin kx .
\]
Try \(\phi=F\sqrt{2/L}\,[A\,y\sin kx+(By^2+C)\cos kx]\). Matching the terms in \(y\sin kx\) gives \(-4kB=2\), so \(B=-1/(2k)\). Cancelling the terms in \(\cos kx\) gives \(2kA+2B=0\), so \(A=1/(2k^2)\). At the walls \(\sin kx=0\) and \(y^2=L^2/4\), which requires \(C=-BL^2/4=L^2/(8k)\). Hence
\[
\phi=F\sqrt{\frac2L}\left[\frac{y\sin kx}{2k^2}+\frac{1}{2k}\left(\frac{L^2}{4}-y^2\right)\cos kx\right].
\]
A multiple of \(\psi_n\) could still be added, but this \(\phi\) has the opposite parity to \(\psi_n\) about the midpoint and is already orthogonal to it.

The energy requires three elementary integrals over the box. At both walls \(\sin2kx=0\) and \(\cos2kx=1\), so successive integrations by parts give
\[
\int y\sin2kx\,dx=-\frac{L}{2k},
\]
\[
\int y^2\cos2kx\,dx=-\frac1k\int y\sin2kx\,dx=\frac{L}{2k^2},
\]
\[
\int y^3\sin2kx\,dx=-\frac{L^3}{8k}+\frac{3}{2k}\cdot\frac{L}{2k^2}=-\frac{L^3}{8k}+\frac{3L}{4k^3}.
\]
With \(\sin^2kx=(1-\cos2kx)/2\) and \(\int y^2dx=L^3/12\),
\[
\int y^2\sin^2kx\,dx=\frac{L^3}{24}-\frac{L}{4k^2}.
\]
With \(\sin kx\cos kx=\tfrac12\sin2kx\),
\[
\int y\left(\frac{L^2}{4}-y^2\right)\sin kx\cos kx\,dx
=\frac12\left[-\frac{L^3}{8k}+\frac{L^3}{8k}-\frac{3L}{4k^3}\right]=-\frac{3L}{8k^3}.
\]
Inserting both in \(\langle\psi_n|Fy|\phi\rangle\) gives
\[
E_n^{(2)}=\frac{2F^2}{L}\left[\frac{L^3}{48k^2}-\frac{L}{8k^4}-\frac{3L}{16k^4}\right]
=F^2\left[\frac{L^2}{24k^2}-\frac{5}{8k^4}\right],
\]
and, with \(k=n\pi/L\),
\[
E_n^{(2)}=\frac{F^2L^4}{24\,n^2\pi^2}\left[1-\frac{15}{(n\pi)^2}\right].
\]
The prefactor is positive, though it also depends on \(n\). Since \(\pi^2<15<4\pi^2\), the bracket is negative for \(n=1\) and positive for every \(n\ge2\). The manuscript's conclusion is therefore right for one level and wrong for all the others.

**A numerical case**

Take an electron in a model box with \(L=10\) bohr and \(F=0.001\) atomic units, about \(5.14\times10^8\) V/m. Then \(F^2L^4=0.01\) hartree, and division by \(24\pi^2\) gives 42.2 microhartree. The shifts of the two lowest levels are
\[
E_1^{(2)}=42.2\times(-0.5198)=-21.9\ \text{microhartree},
\]
\[
E_2^{(2)}=\frac{42.2}{4}\times0.6200=+6.54\ \text{microhartree},
\]
or \(-0.597\) meV and \(+0.178\) meV.

For \(n=2\) the contest can be followed term by term. The couplings are \(|y_{12}|=1.801\) and \(|y_{23}|=1.945\) bohr; the gaps are 0.1480 and 0.2467 hartree. The pushes are
\[
\frac{10^{-6}\times1.801^2}{0.1480}=21.9\times10^{-6},\qquad
-\frac{10^{-6}\times1.945^2}{0.2467}=-15.3\times10^{-6}\ \text{hartree}.
\]
All higher levels together contribute \(-15.37\) microhartree, so those beyond \(n=3\) hardly matter here.

The full shifts, found by making the Airy-function solutions vanish at both walls without expanding in the field, are \(-21.9435\) and \(+6.5424\) microhartree. The second-order values differ from them by about 0.008% and 0.03% of the full shift. This agreement is consistent with the small mixing coefficient \(F|y_{12}|/(E_2-E_1)=0.012\). The numerical output lists the levels up to \(n=6\); all five excited ones rise.

**Which way the particle moves**

For a normalized eigenstate of \(H\), the changes of the wave function do not contribute to \(dE/dF\), because together they add \(E\) times the derivative of the norm, which is zero since the norm stays equal to 1. Thus \(dE/dF=\langle y\rangle\), and to leading order
\[
\langle y\rangle=\frac{2E_n^{(2)}}{F}.
\]
The example gives \(-0.0439\) bohr for \(n=1\) and \(+0.0131\) bohr for \(n=2\); a grid solution at the same field gives \(-0.0439\) and \(+0.0131\). The ground state moves down the potential slope, and the excited states move up it.

The energy balance shows how this is possible. The field energy is \(F\langle y\rangle=2E_n^{(2)}\), while the total change is \(E_n^{(2)}\), so the kinetic energy changes by \(-E_n^{(2)}\). An excited state gains field energy and gives back half of that amount in kinetic energy. The ground state, which already has the lowest kinetic energy the box permits, must pay for its displacement.

For large \(n\) the uphill displacement has a classical reading. If \(E>FL/2\), the particle travels from wall to wall, and the semiclassical condition is
\[
\int_{-L/2}^{L/2}\sqrt{2(E-Fy)}\,dy=n\pi .
\]
Expanding to second order in \(F\), where the linear term integrates to zero, gives
\[
\sqrt{2E}\left(L-\frac{F^2L^3}{96E^2}\right)=kL .
\]
Set \(E=E_n+\delta\), so that \(\sqrt{2E}\approx k[1+\delta/(2E_n)]\). Then
\[
\delta=\frac{F^2L^2}{48E_n}=\frac{F^2L^2}{24k^2}>0,
\]
which is the first term of the quantum result. The time spent near \(y\) is proportional to the inverse speed, hence to \(1+Fy/(2E)\) at first order. A fast particle lingers on the uphill side, where it is slower. For \(n=6\) this estimate is 1.173 microhartree against the second-order 1.123, an excess of 4.4% of the latter.

**Limits of the corrected claim**

The replacement should not be "excited levels rise". For a harmonic oscillator of frequency \(\omega\), completing the square gives
\[
\frac{\omega^2y^2}{2}+Fy=\frac{\omega^2}{2}\left(y+\frac{F}{\omega^2}\right)^2-\frac{F^2}{2\omega^2},
\]
so every level falls by \(F^2/(2\omega^2)\). There the gaps above and below are equal, and the stronger coupling to the upper neighbour decides. The sign for an excited level depends on the spectrum and the couplings.

Nor does the upward shift in the box survive an arbitrarily strong field. Consider trial functions confined to \(-L/2<y<-L/4\), where the potential is at most \(-FL/4\). The min-max principle gives
\[
E_n(F)\le\frac{8n^2\pi^2}{L^2}-\frac{FL}{4},
\]
which lies below \(E_n\) once \(F>30n^2\pi^2/L^3\). This condition is sufficient but far from sharp. For \(L=10\) bohr and \(n=2\) it asks for \(F>1.18\), whereas the full shift already crosses zero near \(F=0.107\). The displacement \(\langle y\rangle=dE/dF\) reverses earlier still, at the maximum of \(E_n(F)\), near \(F=0.066\). The signs found above belong to the weak-field regime.

A check on the whole set of shifts is available. Each pair of levels repels by equal and opposite amounts, so in the sum over the lowest \(N\) levels the internal terms cancel. Only couplings to levels above \(N\) remain, and these are negative. For the first six levels the sum is \(-6.41\) microhartree, although five of the six shifts are positive. As \(N\) grows the sum tends to zero, because
\[
\sum_{n=1}^\infty\frac1{n^2}-\frac{15}{\pi^2}\sum_{n=1}^\infty\frac1{n^4}
=\frac{\pi^2}{6}-\frac{15}{\pi^2}\cdot\frac{\pi^4}{90}=0 .
\]

**Requested correction**

The manuscript should say that the denominators alone guarantee a shift that is not positive only when the reference state lies below every state to which the perturbation couples it. For any other state the sum must be evaluated; it can have either sign, as the box and the oscillator show. For the box, the manuscript should give the shift with its bracket and reverse the stated displacement for all levels with \(n\ge2\) in a weak field.

## Computed values

```
box width L = 10.0 bohr
field F = 0.0010 a.u. = 5.1422e+08 V/m
potential drop F*L = 0.0100 hartree
n=1: unperturbed energy = 0.049348 hartree
n=2: unperturbed energy = 0.197392 hartree
n=3: unperturbed energy = 0.444132 hartree
n=4: unperturbed energy = 0.789568 hartree
n=5: unperturbed energy = 1.233701 hartree
n=6: unperturbed energy = 1.776529 hartree
mixing F|y_12|/(E_2-E_1) = 0.01217
n=1: sign factor 1-15/(n pi)^2 = -0.51982
n=2: sign factor 1-15/(n pi)^2 = 0.62005
n=3: sign factor 1-15/(n pi)^2 = 0.83113
n=4: sign factor 1-15/(n pi)^2 = 0.90501
n=5: sign factor 1-15/(n pi)^2 = 0.93921
n=6: sign factor 1-15/(n pi)^2 = 0.95778
shifts in microhartree: from below, from above, total, full
n=1: 0.0000, -21.9452, -21.9452, -21.9435
n=2: 21.9162, -15.3720, 6.5441, 6.5424
n=3: 15.3378, -11.4391, 3.8987, 3.8986
n=4: 11.4354, -9.0474, 2.3879, 2.3879
n=5: 9.0516, -7.4656, 1.5860, 1.5860
n=6: 7.4713, -6.3481, 1.1232, 1.1232
|y_12| = 1.80127 bohr
|y_23| = 1.94537 bohr
gap E_2-E_1 = 0.148044 hartree
gap E_3-E_2 = 0.246740 hartree
n=2, push from n=1 alone = 21.9162 microhartree
n=2, push from n=3 alone = -15.3378 microhartree
n=1: second-order shift = -0.5972 meV
n=2: second-order shift = 0.1781 meV
mean displacement in bohr: 2*E2/F, grid solution
n=1: -0.04389, -0.04388
n=2: 0.01309, 0.01308
n=3: 0.00780, 0.00780
n=4: 0.00478, 0.00478
n=6 semiclassical shift = 1.1727 microhartree
sum of shifts, n=1..1 = -21.94523 microhartree
sum of shifts, n=1..2 = -15.40109 microhartree
sum of shifts, n=1..3 = -11.50242 microhartree
sum of shifts, n=1..6 = -6.40527 microhartree
sum of shifts, n=1..2000 = -0.02110 microhartree
```
